# Growth-Rate Decay in a Plug-Flow Deposition Channel with a Reacting Wall

## What goes wrong with the obvious estimate

A precursor gas flows at 0.5 m/s through a channel 20 mm high and deposits a film on the floor. The surface consumes it with a reaction velocity of 5 cm/s. Dividing the flow per unit width by the reaction velocity suggests that the growth rate decays over $0.5\times0.020/0.05=0.20$ m. For a diffusion coefficient of 5 cm²/s the decay length is in fact 0.34 m. The short estimate predicts that a fraction $e^{-2}=0.14$ of the precursor is left after 0.4 m, while the solution below gives 0.30.

The error also runs backwards. Someone who measures the decay length and reads it as (velocity × height)/(reaction velocity) obtains 2.9 cm/s, not 5 cm/s. What the decay length contains is an effective surface velocity, which includes the diffusion of precursor to the wall.

## Model and slice balance

Let $x$ run along the flow and $y$ across the channel, from an inert wall at $y=0$ to the depositing wall at $y=H$. The channel is wide enough for the side walls to be ignored. The precursor has number density $c(x,y)$ and is dilute, so its consumption does not alter the flow. The state is steady and isothermal, and there are no gas reactions and no thermal diffusion. Plug flow means that the velocity $U$ is the same at every height. The diffusion coefficient $D$ is constant. SI units are used.

First-order deposition means that the flux into the wall is

$$J(x)=k_s\,c(x,H),$$

with a constant surface reaction velocity $k_s$. If each consumed molecule adds a volume $\Omega$ to the film, the growth rate is $G=\Omega J$.

Consider a slice between $x$ and $x+dx$, per unit width. With $\bar c$ the average of $c$ over the height, $UH\bar c(x)$ enters, $UH\bar c(x+dx)$ leaves, and $J\,dx$ is deposited. Axial diffusion is neglected until a later part. Hence

$$UH\,\frac{d\bar c}{dx}=-J .$$

If $J=k_{\rm eff}\,\bar c$ with a constant $k_{\rm eff}$, this integrates to

$$\bar c\propto e^{-x/L},\qquad L=\frac{UH}{k_{\rm eff}},$$

and $G=\Omega k_{\rm eff}\bar c$ decays in the same way. It remains to find when this proportionality holds and what $k_{\rm eff}$ is. In a well-mixed cross-section $c(x,H)=\bar c$ and $k_{\rm eff}=k_s$. Otherwise the gas at the wall is depleted and $k_{\rm eff}<k_s$.

## Diffusion across the channel

Inside the gas, transport along the flow balances transverse diffusion:

$$U\frac{\partial c}{\partial x}=D\frac{\partial^2c}{\partial y^2}.$$

With $\eta=y/H$ and $\xi=xD/(UH^2)$ this becomes $\partial c/\partial\xi=\partial^2c/\partial\eta^2$. The inert wall requires $\partial c/\partial\eta=0$ at $\eta=0$. At the other wall the diffusive flux towards positive $y$ equals the deposition flux, $-(D/H)\,\partial c/\partial\eta=k_sc$, or

$$-\frac{\partial c}{\partial\eta}=\mathrm{Bi}\,c\quad(\eta=1),\qquad \mathrm{Bi}=\frac{k_sH}{D}.$$

The Biot number Bi compares the reaction velocity with the diffusion velocity $D/H$.

Try $c=X(\xi)Y(\eta)$. Then $X'/X=Y''/Y=\lambda$, a constant. Multiplying $Y''=\lambda Y$ by $Y$ and integrating by parts gives

$$\lambda\int_0^1Y^2d\eta=\big[YY'\big]_0^1-\int_0^1Y'^2d\eta=-\mathrm{Bi}\,Y(1)^2-\int_0^1Y'^2d\eta<0 .$$

So $\lambda=-\mu^2$ with real $\mu$, and every mode decays downstream. The zero slope at $\eta=0$ selects $Y=\cos\mu\eta$, and the wall condition becomes $\mu\sin\mu=\mathrm{Bi}\cos\mu$, that is

$$\mu\tan\mu=\mathrm{Bi}.$$

For positive $\mu$ a solution needs $\tan\mu>0$. On each interval from $(n-1)\pi$ to $(n-\tfrac12)\pi$ the left side rises from 0 to infinity, so there is one root $\mu_n$ for each $n=1,2,\dots$. In particular $0<\mu_1<\pi/2$.

## A uniform inlet excites many modes

Let the gas enter with uniform density $c_0$. Two different modes are orthogonal, because

$$(\mu_m^2-\mu_n^2)\int_0^1Y_mY_n\,d\eta=\big[Y_mY_n'-Y_nY_m'\big]_0^1=-\mathrm{Bi}\,Y_mY_n+\mathrm{Bi}\,Y_nY_m=0,$$

where the last products are taken at $\eta=1$. The modes of such a self-adjoint problem form a complete set, so $c_0=c_0\sum_nA_n\cos\mu_n\eta$ with

$$A_n=\frac{\int_0^1\cos\mu_n\eta\,d\eta}{\int_0^1\cos^2\mu_n\eta\,d\eta}
=\frac{\sin\mu_n/\mu_n}{\tfrac12+\sin\mu_n\cos\mu_n/(2\mu_n)}
=\frac{2\sin\mu_n}{\mu_n+\sin\mu_n\cos\mu_n}.$$

The density at the wall needs $g_n=A_n\cos\mu_n$. From $\tan\mu_n=\mathrm{Bi}/\mu_n$,

$$\sin\mu_n\cos\mu_n=\frac{\tan\mu_n}{1+\tan^2\mu_n}=\frac{\mathrm{Bi}\,\mu_n}{\mu_n^2+\mathrm{Bi}^2},$$

and therefore

$$g_n=\frac{2\,\mathrm{Bi}\,\mu_n}{\mu_n(\mu_n^2+\mathrm{Bi}^2)+\mathrm{Bi}\,\mu_n}=\frac{2\,\mathrm{Bi}}{\mu_n^2+\mathrm{Bi}^2+\mathrm{Bi}} .$$

The average over the height needs $w_n=A_n\sin\mu_n/\mu_n=g_n\tan\mu_n/\mu_n=g_n\mathrm{Bi}/\mu_n^2$. The results are

$$J=k_sc_0\sum_ng_ne^{-x/L_n},\qquad \bar c=c_0\sum_nw_ne^{-x/L_n},\qquad L_n=\frac{UH^2}{D\mu_n^2}.$$

Far downstream the slowest mode, $n=1$, is left. Its ratio of flux to mean density is

$$k_{\rm eff}=\frac{k_sg_1}{w_1}=\frac{k_s\mu_1^2}{\mathrm{Bi}}=\frac{D\mu_1^2}{H},$$

which is constant, as the slice balance required. Thus

$$G(x)\to\Omega\,w_1k_{\rm eff}\,c_0\,e^{-x/L},\qquad L=L_1=\frac{UH}{k_{\rm eff}} .$$

Near the inlet the growth rate is not a single exponential. There the local ratio is

$$\frac{J}{\bar c}=\frac{D}{H}\,\frac{\sum_n\mu_n^2w_ne^{-\mu_n^2\xi}}{\sum_nw_ne^{-\mu_n^2\xi}},$$

an average of $\mu_n^2$ with positive weights. Its derivative with respect to $\xi$ is $-D/H$ times the variance of $\mu_n^2$ under those weights, so the ratio falls steadily. It starts at $k_s$, where the wall still sees $c_0$, and ends at $k_{\rm eff}$. The second mode fades over $L_2=UH^2/(D\mu_2^2)$, which sets the entrance length.

A finite-volume treatment of transverse diffusion, which makes no use of the tangent equation, reproduced $\mu_1^2$ within 2 parts in $10^5$ for six Biot numbers from 0.01 to 1000. For the example below it also reproduced the wall and mean densities at five positions within $10^{-4}c_0$.

## Two resistances in series, almost

Write the root condition as $1/\mathrm{Bi}=\cot\mu_1/\mu_1$ and define $R=1/\mu_1^2-\cot\mu_1/\mu_1$. Then $1/\mu_1^2=1/\mathrm{Bi}+R$, and multiplication by $H/D$ gives

$$\frac1{k_{\rm eff}}=\frac1{k_s}+\frac HD\,R .$$

The first term is the resistance of the reaction, the second that of diffusion. To see how $R$ behaves, insert the partial-fraction series $\cot\mu=1/\mu-\sum_{m\ge1}2\mu/(m^2\pi^2-\mu^2)$:

$$R=\sum_{m=1}^\infty\frac{2}{m^2\pi^2-\mu_1^2}=\frac13+\frac{\mu_1^2}{45}+\dots$$

The two coefficients follow from $\sum m^{-2}=\pi^2/6$ and $\sum m^{-4}=\pi^4/90$. Every term of the sum grows with $\mu_1$, and $\mu_1$ grows with Bi. So $R$ rises from $1/3$ at small Bi towards its value at $\mu_1=\pi/2$, where the cotangent vanishes and $R=4/\pi^2\approx0.405$.

This gives two growth regimes.

- **Reaction control**, $\mathrm{Bi}\ll1$: $k_{\rm eff}\to k_s$ and $L\to UH/k_s$. At fixed $U$ the decay length is proportional to $H$ and varies with temperature as $1/k_s$.
- **Transport control**, $\mathrm{Bi}\gg1$: $k_{\rm eff}\to\pi^2D/(4H)$ and $L\to4UH^2/(\pi^2D)$. The decay length is proportional to $H^2$ and no longer depends on $k_s$.

The crossover is broad: $k_{\rm eff}/k_s$ is 0.97 at $\mathrm{Bi}=0.1$, 0.74 at 1 and 0.20 at 10.

Keeping $R=1/3$ throughout gives a convenient closed formula. Relative to the true $k_{\rm eff}$ it is too large by the factor

$$\frac{1/\mathrm{Bi}+R}{1/\mathrm{Bi}+1/3}=1+\frac{R-1/3}{1/\mathrm{Bi}+1/3}.$$

The numerator of the last fraction rises with Bi and the denominator falls, so the factor grows towards its limit $12/\pi^2\approx1.22$. At $\mathrm{Bi}=1$ the excess is 1.3 %, at $\mathrm{Bi}=10$ it is 13 %.

## Where the one third comes from, and parabolic flow

Let the velocity be $Uf(\eta)$ with $\int_0^1f\,d\eta=1$. The slice balance then holds for the flow-weighted mean $c_m=\int_0^1fc\,d\eta$. For slow deposition the density is nearly uniform across the channel, so to leading order $\partial c/\partial x=dc_m/dx=-J/(UH)$ at every height. Let $j=-D\,\partial c/\partial y$ be the transverse flux. Conservation gives

$$\frac1H\frac{\partial j}{\partial\eta}=-Uf\frac{\partial c}{\partial x}=\frac{fJ}{H}\quad\Rightarrow\quad j=J\,F(\eta),\qquad F(\eta)=\int_0^\eta f\,d\eta' .$$

The flux through height $\eta$ is what all the gas between the inert wall and $\eta$ gives up. Integrating $\partial c/\partial\eta=-HJF/D$ from $\eta$ to the wall, averaging with weight $f$, and exchanging the order of integration gives

$$c_m-c(1)=\frac{HJ}{D}\int_0^1f(\eta)\int_\eta^1F(\eta')\,d\eta'd\eta=\frac{HJ}{D}\int_0^1F^2\,d\eta .$$

Since $c(1)=J/k_s$, division by $J$ reproduces the resistance formula with $R=\int_0^1F^2d\eta$. For plug flow $F=\eta$ and $R=1/3$. For laminar flow between plates $f=6\eta(1-\eta)$, $F=3\eta^2-2\eta^3$, and

$$R=\int_0^1(9\eta^4-12\eta^5+4\eta^6)\,d\eta=\frac95-2+\frac47=\frac{13}{35}\approx0.371 .$$

Here $F-\eta=\eta(1-\eta)(2\eta-1)$: compared with plug flow, the transverse flux is larger in the half next to the depositing wall and smaller by the same amounts in the other half. The mean of $F$ is unchanged, but the increase falls where the flux is already large, so the mean of $F^2$ rises. At $\mathrm{Bi}=0.02$ the finite-volume calculation gives 0.3338 and 0.3717 for the two flows. The small excess of the first over $1/3$ is the next term, $\mu_1^2/45\approx0.02/45=0.0004$.

## Diffusion along the flow

With axial diffusion the gas obeys $U\,\partial c/\partial x=D(\partial^2c/\partial x^2+\partial^2c/\partial y^2)$. The velocity is uniform, so the transverse modes are unchanged. Inserting $e^{-\kappa x}\cos(\mu_1y/H)$ gives $-U\kappa=D\kappa^2-D\mu_1^2/H^2$, with the positive root

$$\kappa=\frac{-U+\sqrt{U^2+4D^2\mu_1^2/H^2}}{2D}.$$

Take the reciprocal and multiply numerator and denominator by the square root plus $U$. The denominator becomes $4D^2\mu_1^2/H^2$, and with the Péclet number $\mathrm{Pe}=UH/D$

$$L=\frac1\kappa=\frac{UH}{k_{\rm eff}}\,\frac{1+\sqrt{1+4\mu_1^2/\mathrm{Pe}^2}}2 .$$

For fast flow the last factor is approximately $1+\mu_1^2/\mathrm{Pe}^2$, so the simple length requires $\mu_1^2\ll\mathrm{Pe}^2$. In the opposite limit of very slow flow $L\to H/\mu_1$: diffusion alone carries precursor down the channel. The amplitude depends on the inlet. If the density is held at $c_0$ over the whole plane $x=0$, the expansion there is the same as before and $w_1$ is unchanged. If precursor can diffuse back into a region upstream, the density at $x=0$ is no longer fixed at $c_0$, and the amplitude changes.

A two-dimensional steady solution at $\mathrm{Pe}=3$, $\mathrm{Bi}=2$ gave $L/H=2.886$, in agreement with the formula. Without the axial factor the value would be 2.587.

## Worked example

The parameters are round model values: $H=20$ mm, $U=0.5$ m/s, $D=5$ cm²/s, $k_s=5$ cm/s, precursor partial pressure 10 Pa at 900 K, and $\Omega=0.02$ nm³. The ideal-gas law gives $c_0=8.05\times10^{20}$ m⁻³. The dimensionless numbers are

$$\mathrm{Bi}=\frac{0.05\times0.020}{5\times10^{-4}}=2,\qquad\mathrm{Pe}=\frac{0.5\times0.020}{5\times10^{-4}}=20 .$$

The first root is $\mu_1=1.0769$, so $\mu_1^2=1.160$ and

$$k_{\rm eff}=\frac{5\times10^{-4}\times1.160}{0.020}=0.0290\ \text{m/s},\qquad L=\frac{0.5\times0.020}{0.0290}=0.345\ \text{m}.$$

The closed formula with $R=1/3$ gives 3.00 cm/s instead of 2.90 cm/s, which is 3.5 % too large. Axial diffusion lengthens $L$ by the fraction $1.160/400=0.3\,\%$. Parabolic flow with the same mean velocity gives 355 mm, 3 % more than plug flow. Near the inlet the difference is larger: the growth rate is 9 % below the plug-flow value at 20 mm and 5 % below at 50 mm.

At the inlet edge the growth rate is $\Omega k_sc_0=8.05\times10^{-10}$ m/s, or 48.3 nm/min. The far exponential has the prefactor $\Omega w_1k_{\rm eff}c_0$ with $w_1=0.964$, which is 27.0 nm/min. The approach to it is as follows, with errors relative to the full series.

| $x$ (mm) | full series (nm/min) | exponential (nm/min) | error (%) |
|---|---|---|---|
| 20 | 31.1 | 25.5 | −18 |
| 50 | 25.3 | 23.3 | −7.6 |
| 100 | 20.6 | 20.2 | −1.8 |
| 200 | 15.1 | 15.1 | −0.1 |

The exponential lies below the full result because every omitted $g_n$ is positive. The second mode explains the size of the error. With $\mu_2^2=13.28$ its weight relative to the first is $g_2/g_1=(1.16+6)/(13.28+6)=0.37$. Relative to the first mode it fades as $\exp[-x(1/L_2-1/L)]$, where $L_2=30$ mm, hence over 33 mm. At 100 mm this leaves $0.37\,e^{-3.03}=0.018$, the 1.8 % in the table.

## Using the result, and where it stops

**Finding $k_s$ from a measured profile.** The following recipe assumes plug flow and negligible axial diffusion. Fit the decay far beyond the entrance region (in the example, from about 200 mm on), form $\mu_1^2=UH^2/(DL)$, and calculate $k_s=(D/H)\,\mu_1\tan\mu_1$. Here $UH^2/D=0.400$ m, so $L=0.345$ m returns $\mu_1^2=1.16$ and $k_s=5$ cm/s. The fit must start late because the slope weights the second mode by $\mu_2^2$. At 100 mm, where that mode adds only 1.8 % to the growth rate, the local decay rate is $(1.16+0.018\times13.28)/1.018=1.37$ in units of $D/(UH^2)$, so the local length is 291 mm and the recipe returns 7.0 cm/s. A fit over 30–200 mm returns 7.4 cm/s, over 100–300 mm 5.2 cm/s, and over 200–400 mm 5.0 cm/s. Applied to parabolic flow, the recipe returns $\mathrm{Bi}=1.9$ for a true value of 2 and 8.7 for a true value of 10. When $\mu_1$ is close to $\pi/2$ the tangent diverges, and a small error in $L$ becomes a large error in $k_s$: a transport-controlled profile says little about the surface. A far-downstream $L$ below $4UH^2/(\pi^2D)$ cannot be matched by any $k_s$ in the plug-flow model. Axial diffusion does not help, since it only lengthens $L$. A length read off near the inlet can lie below this bound: in the example the local length at 30 mm is 135 mm, against a bound of 162 mm.

**Uniformity against use of precursor.** Faster flow lengthens $L$ in proportion to $U$, and in the example it flattens the film: the ratio of the growth rates at 100 mm and 200 mm falls from 1.36 at 0.5 m/s to 1.12 at 5 m/s. It lengthens the entrance region by the same factor, and more precursor leaves unused. Under transport control this limits the gain. Once the substrate lies in the entrance region, the depleted layer has a thickness of order $\sqrt{Dx/U}$ and $G\propto x^{-1/2}$, a shape that does not depend on $U$: at $\mathrm{Bi}=1000$ the same ratio stays at 1.41 from 2 to 20 m/s. In the example 30 % is still in the gas at 400 mm.

**Two depositing walls.** If both walls deposit equally, no flux crosses the midplane, which then acts as the inert wall. All plug-flow formulas hold with $H$ replaced by $H/2$, in Bi and Pe as well. For parabolic flow the profile in the half channel, with $\eta$ counted from the midplane, is $f=\tfrac32(1-\eta^2)$. Then $F=\tfrac32\eta-\tfrac12\eta^3$, and $R=\int_0^1F^2d\eta=\tfrac34-\tfrac3{10}+\tfrac1{28}=17/35$ replaces $13/35$.

**Nonlinear kinetics.** The exponential rests on a constant $k_s$. Suppose that surface sites fill up, so that $J=k_sc/(1+Kc)$ with a constant $K$. In a well-mixed channel with $Kc\gg1$ the flux is then $J\approx k_s/K$, independent of $c$. The slice balance gives a uniform growth rate and a linear fall of $\bar c$. Exponential decay returns downstream, once $Kc\ll1$.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
channel height H = 20.0 mm
flow velocity U = 0.50 m/s
diffusion coefficient D = 5.00 cm^2/s
surface reaction velocity k_s = 5.00 cm/s
precursor partial pressure = 10.0 Pa
temperature = 900 K
film volume per molecule = 0.020 nm^3
inlet number density c0 = 8.0477e+20 m^-3
Biot number Bi = 2.000 (no unit)
Peclet number Pe = 20.00 (no unit)
first root mu_1 = 1.07687 (no unit)
second root mu_2 = 3.64360 (no unit)
effective surface velocity k_eff = 2.8991 cm/s
k_eff from resistance sum with 1/3 = 3.0000 cm/s
decay length L = U H/k_eff = 344.93 mm
naive length U H/k_s = 200.00 mm
second-mode (entrance) length = 30.13 mm
L with axial diffusion = 345.93 mm
L with parabolic flow, no axial diffusion = 355.28 mm
first-mode mean weight w_1 = 0.96354 (no unit)
growth rate at inlet edge = 48.286 nm/min
prefactor of the exponential = 26.977 nm/min
x (mm) | growth, full series (nm/min) | single exponential (nm/min) | its error (%) | mean c/c0
20 | 31.086 | 25.457 | -18.11 | 0.9258
50 | 25.260 | 23.337 | -7.62 | 0.8395
100 | 20.550 | 20.188 | -1.77 | 0.7222
200 | 15.120 | 15.107 | -0.09 | 0.5396
400 | 8.460 | 8.460 | -0.00 | 0.3022
Bi | k_eff/k_s | k_eff H/D | resistance sum with 1/3 over k_eff
0.01 | 0.9967 | 0.0100 | 1.0000
0.1 | 0.9675 | 0.0968 | 1.0002
1 | 0.7402 | 0.7402 | 1.0133
10 | 0.2042 | 2.0417 | 1.1303
100 | 0.0242 | 2.4188 | 1.2042
1000 | 0.0025 | 2.4625 | 1.2146
upper bound of that ratio 12/pi^2 = 1.2159 (no unit)
slow-deposition R at Bi = 0.02: plug 0.3338, parabolic 0.3717 (no unit)
limits of R: 1/3 = 0.3333, 13/35 = 0.3714, 4/pi^2 = 0.4053 (no unit)
2D test at Pe = 3, Bi = 2: L/H measured 2.8861, predicted 2.8858
same test, L/H without axial diffusion = 2.5870
```
